\section*{Does solute-vacancy binding guarantee solute drag?}

\section*{The claim}

Q: I have a dilute fcc alloy in which a vacancy is attracted to the solute. When vacancies flow towards a sink, they must then pull the solute along. A bound pair travels as a pair. Why should I need anything beyond the binding energy?

A: Because the binding energy tells you how often the vacancy is found beside the solute. It does not tell you what the vacancy does there. Think of one exchange. The vacancy goes from the front of the solute to its back, and the solute moves one step forward. If the vacancy exchanges again from behind, that step is undone. For a second forward step it must first get back to the front. Binding alone does not say whether it does so before it leaves.

Q: It could walk around the solute.

A: Yes, and that walk has its own rate. We need five rates, for vacancy jumps between nearest neighbours:
\begin{itemize}
\item $w_0$: a jump with a host atom, away from the solute;
\item $w_1$: orbiting, from one first-neighbour site of the solute to another;
\item $w_2$: exchange with the solute;
\item $w_3$: escape from the first shell to a site outside it;
\item $w_4$: return from such a site to the first shell.
\end{itemize}
I assume one solute B and one vacancy V at a time, with interaction at first-neighbour separation alone. If $E_b>0$ denotes attraction, detailed balance gives
\begin{equation}
K=\frac{w_4}{w_3}=e^{E_b/kT},\qquad \xi=\frac{w_4}{w_0}.
\end{equation}
In general $E_b$ is a binding free energy. It fixes the ratio $w_4/w_3$, but neither rate separately, and it says nothing about $w_1$: those depend on barrier heights and attempt frequencies.

\section*{What has to be positive}

Q: Then which quantity decides between drag and no drag?

A: The coefficient $L_{BV}$, the solute flux per unit force on the vacancies. All fluxes here are measured relative to the crystal lattice, and drag means $L_{BV}>0$. With host atoms A, site conservation gives $J_V=-J_A-J_B$. Equal forces $X$ on A and B are equivalent to a force $-X$ on V, and they produce $J_B=(L_{AB}+L_{BB})X$. Hence
\begin{equation}
L_{BV}=-(L_{AB}+L_{BB}).
\end{equation}
A negative $L_{AB}$ is therefore not enough for drag; it must lie below $-L_{BB}$.

Q: How do you get $L_{BV}$ from jump rates?

A: Let $r$ be the vacancy position relative to the solute, in units of $a/2$, so that first neighbours are $(1,1,0)$ and its equivalents. Let $\delta_b$ be the $x$ displacement of particle $b$ in a jump $r\to r'$. Apply a weak force $f$ to $b$, measured in $kT/(a/2)$, so that each rate becomes $w\,e^{f\delta_b/2}$. Write the steady distribution as $p(r)[1-f\,y_b(r)]$, with $p$ the equilibrium one. Detailed balance, $p(r)w(r\to r')=p(r')w(r'\to r)$, and the reversal of $\delta_b$ in the backward jump turn the first-order balance at $r$ into
\begin{equation}
\sum_{r'}w(r\to r')\,[y_b(r)-y_b(r')]=v_b(r),\qquad v_b(r)=\sum_{r'}w(r\to r')\,\delta_b .
\label{relax}
\end{equation}
The mean drift of particle $a$ is the sum of $p(1-fy_b)\,w\,e^{f\delta_b/2}\,\delta_a$. Its zero-order part vanishes in equilibrium, and the part linear in $f$ is
\begin{equation}
\frac12\sum_{r,r'}p\,w\,\delta_a\delta_b-\sum_r p\,v_a\,y_b .
\label{drift}
\end{equation}
The first term is the response without memory. The second is the correlation: the force distorts the distribution of the vacancy around the solute, and the distortion acts back on the drift.

For the prefactor, a given distant site holds a vacancy with probability $c_V$, and a given first-neighbour site with probability $Kc_V$. Dilution requires $12Kc_V\ll1$, and $c_B$ small enough that the neighbourhoods of different solutes do not overlap. Take weights 1 and $K$ in \eqref{drift} and put $c_V$ outside. With $n$ lattice sites per volume and solute fraction $c_B$, conversion of force and velocity gives two factors $a/2$. When at least one of $a$ and $b$ is the solute, which is all we need, the result is
\begin{equation}
L_{ab}=\frac{C}{4}\times\text{expression \eqref{drift}},\qquad C=\frac{n\,c_Bc_V\,a^2}{kT}.
\end{equation}

\section*{The distortion around the solute}

Q: For $L_{BV}$, do I push the vacancy and watch the solute, or the reverse?

A: Either. By \eqref{relax} the correlation term equals $\sum p\,y_a(-W)y_b$, where $-W$ is the operator on the left side of \eqref{relax}. Detailed balance makes it symmetric with weight $p$. I push the solute, because $v_B$ is simpler: in an exchange the solute moves onto the vacancy's site, so $v_B=w_2x$ on the first shell and zero elsewhere.

From here on $y$ means $y_B$. It is the $x$ component of a vector field. Reflections that leave $(1,1,0)$ in place force that vector to point along $(1,1,0)$, so $y=Yx$ on the whole first shell, with one number $Y$. Now write \eqref{relax} at $(1,1,0)$:
\begin{itemize}
\item Exchange leads to $(-1,-1,0)$, where $y=-Y$. It contributes $2w_2Y$.
\item Orbiting leads to $(1,0,\pm1)$, where $y=Y$, and to $(0,1,\pm1)$, where $y=0$. It contributes $2w_1Y$.
\item Escape leads to seven outer sites: $(2,0,0)$, $(0,2,0)$, $(2,2,0)$, $(2,1,\pm1)$ and $(1,2,\pm1)$. It contributes $w_3(7Y-AY)$.
\end{itemize}
Here $AY$ is the sum of $y$ over the seven outer sites. Since $y$ is odd in $x$, the site $(0,2,0)$ gives nothing, and
\begin{equation}
AY=y_{200}+y_{220}+2y_{211}+2y_{121}.
\label{A}
\end{equation}
The three contributions add up to $v_B=w_2$, so
\begin{equation}
Y=\frac{w_2}{D},\qquad D=2w_1+2w_2+(7-A)w_3 .
\label{Y}
\end{equation}
The combination $7-A$ is often written $7F$. The factor $F=1-A/7$ discounts escapes that are followed by a return retaining some memory of the starting side.

Q: And $A$ hides another unknown dependence on all the rates?

A: On $\xi$ alone. At an outer site, with sums over its outer and first-shell neighbours,
\begin{equation}
w_0\sum_{\rm outer}(y-y')+w_4\sum_{\rm first}(y-y_1)=0 .
\end{equation}
The first-shell values are $y_1=Yx_1$, and $y$ decays at infinity. Dividing by $w_0Y$ leaves only $\xi$.

To solve this, add up all twelve differences at an outer site with equal weight. The equation just written gives
\begin{equation}
\sum_{12}(y-y')=(\xi-1)\sum_{\rm first}(y_1-y)\equiv s .
\end{equation}
So $y$ obeys the perfect-lattice equation with sources $s$ on the 42 outer sites that touch the first shell, and unknown sources on the 12 first-shell sites, fixed by $y=Yx$ there. Then $y(r)=\sum_{r'}g(r-r')s(r')$, with
\begin{equation}
g(r)-g(0)=\left\langle\frac{\cos k\cdot r-1}{12-\sum_d\cos k\cdot d}\right\rangle_k ,
\end{equation}
where $d$ runs over the twelve jump vectors and the average is over the Brillouin zone. The constant $g(0)$ drops out because the sources are odd and sum to zero. What remains is a set of 54 linear equations.

For $w_4=w_0$ and $Y=1$ the solution has $y_{200}=0.530$, $y_{220}=0.249$, $y_{211}=0.357$ and $y_{121}=0.178$. Equation \eqref{A} then gives $A=1.849$ and $F=0.736$.

The limits need no Green function. For $\xi\to0$ the outer sites are cut off from the first shell, and $A\to0$. For $\xi\to\infty$ each outer site takes the average of its first-shell neighbours. Those of $(2,0,0)$, $(2,2,0)$ and $(2,1,1)$ all have $x=1$, while $(1,2,1)$ touches $(1,1,0)$ and $(0,1,1)$ and gets $Y/2$. Thus $A\to1+1+2+1=5$.

\section*{The coefficients}

Q: Now the solute's own coefficient, please, before the drag one.

A: Eight of the twelve first-shell sites have $x=\pm1$; the other four have $x=0$. The direct term in \eqref{drift} is $\frac12\cdot8Kw_2=4Kw_2$, and the correlation term is $8Kw_2Y$. Therefore
\begin{equation}
L_{BB}=CKw_2(1-2Y)=CKw_2\,\frac{2w_1+(7-A)w_3}{D}.
\label{LBB}
\end{equation}

For $L_{BV}$ we need the mean velocity $v_V$ of the vacancy. At $(1,1,0)$ the exchange displaces it by $-(1,1,0)$. The four orbiting jumps end on sites whose vectors add to $(2,2,0)$, so their displacements add to $(2,2,0)-4(1,1,0)=-2(1,1,0)$. All twelve displacements sum to zero, so the seven escapes add to $+3(1,1,0)$. On the first shell,
\begin{equation}
v_V=x\,(-w_2-2w_1+3w_3).
\end{equation}
At an outer site the velocity would vanish if all rates were $w_0$. What is left is $v_V=(w_4-w_0)\sum_{\rm first}(x_1-x)$.

Q: That needs another sum over outer sites. Is it a new unknown?

A: It reduces to $A$. For $x>0$ the sites and their values of $\sum_{\rm first}(x_1-x)$ are as follows.
\begin{itemize}
\item One site $(2,0,0)$ with four first-shell neighbours: $-4$.
\item Four sites of type $(2,1,1)$ with two neighbours: $-2$ each.
\item Four sites of type $(2,2,0)$ with one neighbour: $-1$ each.
\item Eight sites of type $(1,2,1)$, where one of two neighbours has $x_1=0$: $-1$ each.
\end{itemize}
Multiplied by $y$ and added, these give $-4y_{200}-8y_{211}-4y_{220}-8y_{121}=-4AY$. The half with $x<0$ doubles it, and sites with $x=0$ have $y=0$. The outer part of $\sum p\,v_Vy$ is thus $-8AY(w_4-w_0)$. Since $w_4=Kw_3$ and $w_0=w_4/\xi$, we have $w_4-w_0=Kw_3(1-1/\xi)$, and in total
\begin{equation}
\sum_r p\,v_Vy=8KY\Big[-w_2-2w_1+3w_3-Aw_3\Big(1-\frac1\xi\Big)\Big].
\end{equation}
The direct term is negative, $\frac12\sum Kw_2(-x)(x)=-4Kw_2$, because solute and vacancy move oppositely in an exchange. With $Y=w_2/D$,
\begin{equation}
L_{BV}=\frac{CKw_2}{D}\Big\{-D+2w_2+4w_1-6w_3+2Aw_3-\frac{2Aw_3}{\xi}\Big\}.
\end{equation}
Insert $D$ from \eqref{Y}. The $w_2$ terms cancel, the $w_1$ terms leave $2w_1$, and the $w_3$ terms combine as $-7+A-6+2A=-13+3A$:
\begin{equation}
L_{BV}=\frac{CKw_2}{D}\Big[2w_1-w_3\Big(13-3A+\frac{2A}{\xi}\Big)\Big].
\label{LBV}
\end{equation}

Q: The exchange rate is gone from the bracket.

A: It influences how fast the solute moves, through the factor $w_2/D$, but it cancels from $L_{BV}/L_{BB}$ and so from the sign. The sign is set by orbiting against escape, corrected for returns.

There is a check on the signs and factors. Let all five rates equal $w_0$, so the solute is only a labelled host atom. Then $K=\xi=1$, the bracket is $-(11-A)w_0$, and $D=(11-A)w_0$, so $L_{BV}=-Cw_0$. This is what it must be: in a perfect crystal a force on the vacancy does not distort its distribution, and the direct term alone survives. In the same case $L_{BB}/(Cw_0)=(9-A)/(11-A)=0.781$, the tracer correlation factor of the fcc lattice.

\section*{The condition for drag}

Q: Where does my binding energy enter?

A: Require a positive bracket in \eqref{LBV} and multiply by $K/(2w_0)$, using $Kw_3/w_0=\xi$:
\begin{equation}
\frac{Kw_1}{w_0}>h(\xi),\qquad h(\xi)=A+\frac{\xi(13-3A)}{2}.
\label{crit}
\end{equation}
Binding enters through $K$, but multiplied by the orbiting rate and compared with a function of the return rate. At $w_4=w_0$, $h=5.58$. Whatever finite $K$ you name, a small enough $w_1$ then gives no drag.

Q: Give me numbers. Say 0.10 eV at 800 K. That is a clear attraction.

A: Then $kT=0.0689$ eV and $K=4.27$. Take these as round model parameters, with $w_0=w_2=1$ as the unit of rate. Put $w_4=1$, so $w_3=1/4.27=0.234$, and let orbiting be slow, $w_1=0.5$. The factor of $w_3$ in \eqref{LBV} is $13-5.546+3.697=11.15$, so the bracket is
\begin{equation}
2(0.5)-0.2344\times11.15=1-2.614=-1.614 .
\end{equation}
The numerator in \eqref{LBB} is $1+5.151\times0.2344=2.208$. Hence $L_{BV}/L_{BB}=-1.614/2.208=-0.731$. The solute moves against the vacancy flux, despite the attraction. Here $L_{AB}/C=-0.60$ is negative, but it does not reach $-L_{BB}/C=-2.24$.

Q: And if I only speed up the orbiting?

A: With $w_1=3$ and everything else unchanged, the bracket is $6-2.614=3.386$ and the numerator of $L_{BB}$ is $6+1.208=7.208$. The ratio is $+0.470$, which is drag. The binding is the same in both cases.

Q: Suppose I cannot change $w_1$. Would stronger binding have rescued the slow case?

A: Yes, if $w_4=w_0$ is kept, so that stronger binding means slower escape. You need $K>5.576/0.5=11.15$, or $E_b=kT\ln11.15=0.166$ eV. Attraction does help in that comparison. It has to pass a threshold, and zero is not the threshold.

\section*{Changing escape at fixed binding}

Q: You have moved the orbiting rate and the binding. You also said that escape matters on its own.

A: Return to the case without drag, $w_1=0.5$, and raise the barrier between the first shell and the outside so that $w_3$ and $w_4$ both fall tenfold. Their ratio, and so the binding, stays the same. Now $\xi=0.1$, $A=0.288$ and $w_3=0.0234$. The factor of $w_3$ rises to $13-0.864+5.758=17.89$, but the loss is only $0.02344\times17.89=0.420$. The bracket is $1-0.420=0.580$, and $L_{BV}/L_{BB}=+0.502$. The sign has reversed with both $K$ and $w_1$ held fixed.

Q: So slower escape favours drag. That at least is a simple rule.

A: Not over the whole range. At fixed $K$, slower escape also means slower return, and $h$ is not monotonic. It is 5.58 at $\xi=1$, 8.80 at $\xi=4$ and 6.16 at $\xi=10$. A pair with $Kw_1/w_0=7$ shows drag at $\xi=10$, none at $\xi=4$, and drag again at $\xi=1$.

Q: How can fast escape help?

A: When $w_4$ is large, a vacancy that steps out is soon back, often at another first-shell site. The outer sites then serve as a detour around the solute. The limit is cleanest if $w_0\to0$ with the other four rates fixed, so that $\xi\to\infty$ at fixed $K$. Then $A\to5$, the term $2Aw_3/\xi$ vanishes, and the bracket in \eqref{LBV} and the numerator in \eqref{LBB} become
\begin{equation}
2w_1-w_3(13-15)=2(w_1+w_3),\qquad 2w_1+(7-5)w_3=2(w_1+w_3).
\end{equation}
The detour adds $w_3$ to the orbiting rate, and $L_{BV}/L_{BB}\to1$: the pair migrates as a unit. The same ratio follows for $w_1\to\infty$ with the other rates fixed.

Q: Then drag might not need attraction at all.

A: It does not. Take a repulsion of 0.05 eV at 800 K, so $K=0.484$. With $w_4=1$, $w_3=2.07$ and very fast orbiting, $w_1=20$, the left side of \eqref{crit} is 9.68 against 5.58, and $L_{BV}/L_{BB}=+0.335$. Or keep the repulsion and almost stop the orbiting, $w_1=0.01$, with $w_4=40$ and $w_3=82.6$. Now $A=4.763$, the factor of $w_3$ is $13-14.290+0.238=-1.05$, and escape contributes positively. The ratio is $+0.470$, carried almost entirely by the detour. These rates are extreme, but they satisfy detailed balance. They show that attraction is not a necessary condition within the model.

\section*{What can be kept of the rule}

Q: Is there any form of my rule that survives?

A: There is a sufficient condition. Over the computed range $0.01\le\xi\le1000$ the largest value of $h$ is 8.81, at $\xi=4.2$. Outside that range the limits of $A$ make $h$ tend to zero at small $\xi$ and fall as $-\xi$ at large $\xi$. So $Kw_1/w_0>8.81$ gives drag whatever the escape rate. If you know that $w_1=w_0$, at 800 K this means a binding above $kT\ln8.81=0.150$ eV. Without knowledge of $w_1$ it gives no binding energy at all. There is also the regime of the detour: $h$ becomes negative above $\xi=17.6$, and drag then follows for any $K$ and $w_1$.

Q: I have seen the short criterion $w_1/w_3>13/2$. May I use that?

A: It is \eqref{LBV} with $A=0$, that is, with returns neglected. At $w_4=w_0$ the critical ratio is 5.58, so a pair with $w_1/w_3=6$ would be misjudged. Rare returns do not make the short criterion accurate either. As $\xi$ falls, $A$ vanishes but $A/\xi$ does not, and at $\xi=0.01$ the critical ratio is 9.51. The reason is the outer vacancy velocity $(w_4-w_0)\sum(x_1-x)$: when entry to the first shell is hindered, vacancies next to it drift outwards on average, and this drift does not vanish when $w_4\to0$. Its contribution to $L_{BV}$ is proportional to $Aw_0$ and shrinks with $w_4$, but the escape terms carry $Kw_3=w_4$ and shrink at the same rate, so the relative correction $A/\xi$ stays finite.

Q: How far do you trust the formula itself?

A: Within the model, well. The coefficients were also computed from the full set of jump equations of the pair in periodic cells, extrapolated to infinite size. In the five cases above they differ from \eqref{LBB} and \eqref{LBV} by at most $3.3\times10^{-6}$ of $L_{BB}$. In a further test $K$ was set 2\% below and 2\% above its threshold, at $\xi=1$ and at $\xi=4$, and the computed $L_{BV}$ changed sign as \eqref{crit} requires. The program checks these signs without printing the values; for the five cases its output gives the ratio $L_{BV}/L_{BB}$ from both calculations.

The model is the weaker part. If the interaction reaches second neighbours, the outer sites no longer share one return rate and one weight, and $A(\xi)$ must be replaced by a larger calculation. Another lattice has other neighbour counts; in bcc, for example, two first neighbours of the solute are not nearest neighbours of each other, so there is no direct orbiting jump. At higher concentrations a vacancy can meet a second solute before it has forgotten the first.

Q: So for a given alloy, I should ask for the barriers as well as the binding energy.

A: Yes: those for orbiting, escape and return, and the host jump to compare them with. Attempt frequencies enter these rates too. Within the model the exchange rate changes the size of the solute flux but not its direction relative to the lattice. Enrichment or depletion at a sink is a different question, and there $w_2$ matters. Host atoms also move against the vacancies, and in the same units their response per atom is $-w_0$. A solute with $L_{BV}<0$ still accumulates at the sink if $|L_{BV}|<Cw_0$. In the slow-orbiting case above, $L_{BV}/C$ is $-1.64$ at $w_2=1$ but $-0.53$ at $w_2=0.2$, so the solute is depleted in the first case and enriched in the second, with no drag in either.

\section*{Calculated quantities}
\begin{verbatim}
T = 800 K, kT = 0.06894 eV; rates in units of w0, w2 = 1
L in units of n c_B c_V a^2 w0/kT
A: E_b = +0.10 eV, K = 4.2655, w1 = 3, w3 = 0.23444, w4 = 1
   A = 1.8487, F = 0.7359, K w1/w0 = 12.7966, h = 5.5756
   L_BB = 3.33901, L_BV = +1.56846, L_AB = -4.90747
   L_BV/L_BB = +0.4697, full chain +0.4697
B: E_b = +0.10 eV, K = 4.2655, w1 = 0.5, w3 = 0.23444, w4 = 1
   A = 1.8487, F = 0.7359, K w1/w0 = 2.1328, h = 5.5756
   L_BB = 2.23802, L_BV = -1.63648, L_AB = -0.60153
   L_BV/L_BB = -0.7312, full chain -0.7312
C: E_b = +0.10 eV, K = 4.2655, w1 = 0.5, w3 = 0.02344, w4 = 0.1
   A = 0.2879, F = 0.9589, K w1/w0 = 2.1328, h = 0.8947
   L_BB = 1.56356, L_BV = +0.78422, L_AB = -2.34778
   L_BV/L_BB = +0.5016, full chain +0.5016
D: E_b = -0.05 eV, K = 0.4842, w1 = 20, w3 = 2.06531, w4 = 1
   A = 1.8487, F = 0.7359, K w1/w0 = 9.6838, h = 5.5756
   L_BB = 0.46579, L_BV = +0.15609, L_AB = -0.62188
   L_BV/L_BB = +0.3351, full chain +0.3351
E: E_b = -0.05 eV, K = 0.4842, w1 = 0.01, w3 = 82.61257, w4 = 40
   A = 4.7632, F = 0.3195, K w1/w0 = 0.0048, h = -21.0283
   L_BB = 0.47900, L_BV = +0.22518, L_AB = -0.70419
   L_BV/L_BB = +0.4701, full chain +0.4701
largest deviation chain-formula, relative to L_BB: 3.3e-06
case B with w2 = 10 w0, full chain: L_BV/L_BB = -0.7312
relaxation function at w4 = w0, first shell = 1:
   y(2, 0, 0) = 0.52978, y(2, 1, 1) = 0.35661, y(1, 2, 1) = 0.17831, y(2, 2, 0) = 0.24910
w4/w0 = 0.01: A = 0.0305, h = 0.0951, critical w1/w3 = 9.5075
w4/w0 = 0.1: A = 0.2879, h = 0.8947, critical w1/w3 = 8.9474
w4/w0 = 1: A = 1.8487, h = 5.5756, critical w1/w3 = 5.5756
w4/w0 = 4: A = 3.4402, h = 8.7992, critical w1/w3 = 2.1998
w4/w0 = 10: A = 4.2028, h = 6.1604, critical w1/w3 = 0.6160
w4/w0 = 40: A = 4.7632, h = -21.0283, critical w1/w3 = -0.5257
maximum of h = 8.8060 at w4/w0 = 4.210
h changes sign at w4/w0 = 17.618
binding needed for drag in case B (w1 = 0.5, w4 = 1): 0.1662 eV
critical w1/w3 without returns (A = 0): 6.50
\end{verbatim}
